# Ray's Reduced Energy and the Prolate–Oblate Correlation of Asymmetric Rotors: verification in Python

```python
# Result under test: the levels of a rigid asymmetric rotor
#   H = A Ja^2 + B Jb^2 + C Jc^2   (A >= B >= C, A > C, J in units of hbar)
# are W = (A+C)/2 J(J+1) + (A-C)/2 E_tau(kappa), kappa = (2B-A-C)/(A-C),
# where E_tau are the ascending eigenvalues of h = Ja^2 + kappa Jb^2 - Jc^2,
# tau = -J..J.  They obey E_tau(kappa) = -E_{-tau}(-kappa), never cross within
# one J for -1 < kappa < 1, and join Ka (kappa=-1) to Kc (kappa=+1), tau=Ka-Kc.
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy import constants as const


def body_components(J):
    """Matrices of Ja, Jb, Jc with the body-fixed sign of the commutators."""
    k = np.arange(J, -J - 1, -1, dtype=float)
    raising = np.diag(np.sqrt(J * (J + 1) - k[1:] * (k[1:] + 1)), 1)
    lx = (raising + raising.T) / 2
    ly = (raising - raising.T) / 2j
    return -lx.astype(complex), -ly, -np.diag(k).astype(complex)


def quadratic(J, coefficients):
    return sum(p * g @ g for p, g in zip(coefficients, body_components(J)))


def reduced_h(J, kappa):
    return quadratic(J, (1.0, kappa, -1.0))


def reduced_levels(J, kappa):
    return np.linalg.eigvalsh(reduced_h(J, kappa))


def k_labels(J):
    tau = np.arange(-J, J + 1)
    return tau, (J + tau + 1) // 2, (J - tau + 1) // 2


def half_turn_signs(J, vectors):
    """Signs of the eigenvectors under half-turns about a, b, c."""
    signs = []
    for g in body_components(J):
        turn = expm(1j * np.pi * g)
        signs.append(np.einsum('in,ij,jn->n', vectors.conj(), turn, vectors).real)
    return np.array(signs)


def tridiagonal_block(J, kappa, axis, parity):
    """Derived block for quantization along an axis, k even (0) or odd (1)."""
    p = (1.0, kappa, -1.0)
    pg, pu, pv = p[axis], p[(axis + 1) % 3], p[(axis + 2) % 3]
    k = np.array([q for q in range(-J, J + 1) if q % 2 == parity], dtype=float)
    diagonal = pg * k**2 + (pu + pv) / 2 * (J * (J + 1) - k**2)
    q = k[:-1]
    step = np.sqrt((J * (J + 1) - q * (q + 1)) * (J * (J + 1) - (q + 1) * (q + 2)))
    off = (pu - pv) / 4 * step
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


def closed_forms(J, x):
    """Derived closed expressions, listed in the order of tau."""
    if J == 1:
        return np.array([x - 1, 0.0, x + 1])
    if J == 2:
        r = 2 * np.sqrt(x * x + 3)
        return np.array([2 * x - r, x - 3, 4 * x, x + 3, 2 * x + r])
    ra = 2 * np.sqrt(4 * x * x + 6 * x + 6)
    rb = 2 * np.sqrt(x * x + 15)
    rc = 2 * np.sqrt(4 * x * x - 6 * x + 6)
    return np.array([5 * x - 3 - ra, 2 * x - rb, 5 * x + 3 - rc, 4 * x,
                     5 * x - 3 + ra, 2 * x + rb, 5 * x + 3 + rc])


# Commutators and total angular momentum
for J in range(1, 7):
    a, b, c = body_components(J)
    assert np.allclose(a @ b - b @ a, -1j * c)
    assert np.allclose(b @ c - c @ b, -1j * a)
    assert np.allclose(a @ a + b @ b + c @ c, J * (J + 1) * np.eye(2 * J + 1))

# Reduction to one parameter, for the example and a second set of constants
A, B, C = 10.0, 6.0, 4.0
for ra, rb, rc in ((A, B, C), (7.3, 6.1, 2.2)):
    kap = (2 * rb - ra - rc) / (ra - rc)
    for J in range(0, 7):
        direct = np.linalg.eigvalsh(quadratic(J, (ra, rb, rc)))
        formula = (ra + rc) / 2 * J * (J + 1) + (ra - rc) / 2 * reduced_levels(J, kap)
        assert np.allclose(direct, formula, atol=1e-9)

# Blocks, species labels, reflection and slopes
for J in range(1, 7):
    tau, Ka, Kc = k_labels(J)
    a, b, c = body_components(J)
    quarter = expm(-0.5j * np.pi * b)
    for kap in (-0.4, 0.1, 0.6):
        energies, vectors = np.linalg.eigh(reduced_h(J, kap))
        signs = half_turn_signs(J, vectors)
        assert np.allclose(np.abs(signs), 1, atol=1e-6)
        assert np.allclose(signs.prod(axis=0), 1, atol=1e-6)
        assert np.allclose(signs[0], (-1.0)**Ka, atol=1e-6)
        assert np.allclose(signs[2], (-1.0)**Kc, atol=1e-6)
        for axis in range(3):
            for parity in (0, 1):
                chosen = energies[signs[axis] * (-1)**parity > 0]
                block = np.linalg.eigvalsh(tridiagonal_block(J, kap, axis, parity))
                assert np.allclose(chosen, block, atol=1e-9)
        assert np.allclose(quarter @ reduced_h(J, kap) @ quarter.conj().T,
                           -reduced_h(J, -kap), atol=1e-10)
        assert np.allclose(energies, -reduced_levels(J, -kap)[::-1], atol=1e-9)
        d = 1e-4
        slope = (reduced_levels(J, kap + d) - reduced_levels(J, kap - d)) / (2 * d)
        mean_b2 = np.einsum('in,ij,jn->n', vectors.conj(), b @ b, vectors).real
        assert np.allclose(slope, mean_b2, atol=1e-5)
        if J == 1:
            assert abs(slope[1]) < 1e-9
        else:
            assert slope.min() > 1e-3

# Symmetric-top end points in the order of tau
for J in range(0, 11):
    tau, Ka, Kc = k_labels(J)
    assert np.array_equal(tau, Ka - Kc)
    assert np.allclose(reduced_levels(J, -1.0), 2 * Ka**2 - J * (J + 1), atol=1e-9)
    assert np.allclose(reduced_levels(J, 1.0), J * (J + 1) - 2 * Kc**2, atol=1e-9)

# Closed forms for small J, order included
for J in (1, 2, 3):
    for kap in np.linspace(-1, 1, 21):
        assert np.allclose(reduced_levels(J, kap), closed_forms(J, kap), atol=1e-9)

# No crossings: numerical gaps, then the exact discriminant in kappa
grid = np.linspace(-0.8, 0.8, 161)
smallest_gap = {J: min(np.diff(reduced_levels(J, q)).min() for q in grid)
                for J in range(1, 7)}
assert min(smallest_gap.values()) > 1e-10

x, ks = sp.symbols('x kappa')
other_real_roots = {}
for J in range(1, 5):
    n = 2 * J + 1
    # unnormalized basis quantized along b keeps every entry rational
    up = sp.zeros(n, n)
    down = sp.zeros(n, n)
    for i in range(n - 1):
        up[i + 1, i] = J - (i - J)
        down[i, i + 1] = J + (i + 1 - J)
    kb = sp.diag(*[i - J for i in range(n)])
    h_exact = ks * kb**2 + (up**2 + down**2) / 2
    secular = sp.Poly(h_exact.charpoly(x).as_expr(), x, ks)
    numeric = [complex(r).real for r in
               sp.Poly(secular.as_expr().subs(ks, sp.Rational(-1, 3)), x).nroots(n=20, maxsteps=200)]
    assert np.allclose(sorted(numeric), reduced_levels(J, -1 / 3), atol=1e-8)
    disc = sp.Poly(sp.sympify(secular.discriminant().as_expr()), ks)
    assert not disc.is_zero
    for end in (-1, 1):
        assert disc.eval(end) == 0
        while disc.eval(end) == 0:
            disc = disc.quo(sp.Poly(ks - end, ks))
    other_real_roots[J] = 0 if disc.degree() == 0 else disc.sqf_part().count_roots()
    assert other_real_roots[J] == 0

# A quartic term with the same half-turn symmetry does allow a crossing
quartic = 0.1
kappa_touch = 1 - 5 * quartic


def quartic_solution(kap):
    ja = body_components(2)[0]
    return np.linalg.eigh(reduced_h(2, kap) - quartic * np.linalg.matrix_power(ja, 4))


quartic_gap = np.diff(quartic_solution(kappa_touch)[0])[2]
rigid_gap = np.diff(reduced_levels(2, kappa_touch))[2]
assert abs(quartic_gap) < 1e-10 and rigid_gap > 0.1
sign_before = half_turn_signs(2, quartic_solution(kappa_touch - 0.1)[1])[0, 2]
sign_after = half_turn_signs(2, quartic_solution(kappa_touch + 0.1)[1])[0, 2]
assert sign_before < -0.999 and sign_after > 0.999

# Levels of different J can cross: J=3, tau=1 and J=4, tau=-4
middle, half = (A + C) / 2, (A - C) / 2


def energy(J, tau, kap):
    return middle * J * (J + 1) + half * reduced_levels(J, kap)[tau + J]


def difference(kap):
    return energy(3, 1, kap) - energy(4, -4, kap)


assert difference(-1.0) < 0 < difference(1.0)
kappa_cross = brentq(difference, -1.0, 1.0, xtol=1e-13)
B_cross = middle + half * kappa_cross
w3 = np.linalg.eigvalsh(quadratic(3, (A, B_cross, C)))[4]
w4 = np.linalg.eigvalsh(quadratic(4, (A, B_cross, C)))[0]
assert abs(w3 - w4) < 1e-9 and -1 < kappa_cross < 1

# Worked example
kappa = (2 * B - A - C) / (A - C)
assert 1 / C <= 1 / A + 1 / B      # moments of inertia of a real body
W = np.linalg.eigvalsh(quadratic(3, (A, B, C)))
E_here, E_mirror = reduced_levels(3, kappa), reduced_levels(3, -kappa)
tau, Ka, Kc = k_labels(3)
to_meV = const.h * const.c * 100 / const.e * 1000

print(f"A, B, C = {A:.1f}, {B:.1f}, {C:.1f} cm^-1")
print(f"kappa = {kappa:.6f} (dimensionless)")
print(f"(A+C)/2 = {middle:.3f} cm^-1, (A-C)/2 = {half:.3f} cm^-1")
print(f"J=3 offset (A+C)/2*J(J+1) = {middle * 12:.3f} cm^-1")
print("J=3 levels: tau Ka Kc | E(kappa) | E(-kappa) | W in cm^-1")
for i in range(7):
    print(f"{tau[i]:3d} {Ka[i]} {Kc[i]} | {E_here[i]:10.5f} | "
          f"{E_mirror[i] + 0.0:10.5f} | {W[i]:10.5f}")
print(f"J=3 spread, top minus bottom = {W[-1] - W[0]:.5f} cm^-1"
      f" = {(W[-1] - W[0]) * to_meV:.5f} meV")
samples = (-1.0, -0.5, 0.0, 0.5, 1.0)
table = np.array([reduced_levels(3, q) for q in samples]).T
table = np.where(np.abs(table) < 1e-10, 0.0, table)
print("J=3 correlation, E (dimensionless) at kappa = -1, -0.5, 0, 0.5, 1")
for i in range(7):
    print(f"tau {tau[i]:2d}: " + " ".join(f"{v:9.4f}" for v in table[i]))
print("smallest gap in E for |kappa| <= 0.8 (dimensionless):")
for J in range(1, 7):
    print(f"  J={J}: {smallest_gap[J]:.3e}")
print("real discriminant zeros other than kappa=-1,+1:")
for J in range(1, 5):
    print(f"  J={J}: {other_real_roots[J]}")
print(f"J=3 tau=1 meets J=4 tau=-4 at kappa = {kappa_cross:.6f}")
print(f"  there B = {B_cross:.5f} cm^-1 and W = {w3:.5f} cm^-1")
print(f"quartic coefficient d = {quartic:.2f}, J=2 crossing at kappa = {kappa_touch:.2f}")
print(f"  rigid gap of the same two levels there = {rigid_gap:.4f} (dimensionless)")
print("verified")
```

Printed output:

```
A, B, C = 10.0, 6.0, 4.0 cm^-1
kappa = -0.333333 (dimensionless)
(A+C)/2 = 7.000 cm^-1, (A-C)/2 = 3.000 cm^-1
J=3 offset (A+C)/2*J(J+1) = 84.000 cm^-1
J=3 levels: tau Ka Kc | E(kappa) | E(-kappa) | W in cm^-1
 -3 0 3 |   -8.88304 |   -7.14520 |   57.35089
 -2 1 3 |   -8.44127 |   -7.10794 |   58.67619
 -1 1 2 |   -4.47853 |    0.45030 |   70.56440
  0 2 2 |   -1.33333 |    1.33333 |   80.00000
  1 2 1 |   -0.45030 |    4.47853 |   82.64911
  2 3 1 |    7.10794 |    8.44127 |  105.32381
  3 3 0 |    7.14520 |    8.88304 |  105.43560
J=3 spread, top minus bottom = 48.08471 cm^-1 = 5.96174 meV
J=3 correlation, E (dimensionless) at kappa = -1, -0.5, 0, 0.5, 1
tau -3:  -12.0000   -9.5000   -7.8990   -6.8246   -6.0000
tau -2:  -10.0000   -8.8102   -7.7460   -6.8102   -6.0000
tau -1:  -10.0000   -5.8246   -1.8990    1.5000    4.0000
tau  0:   -4.0000   -2.0000    0.0000    2.0000    4.0000
tau  1:   -4.0000   -1.5000    1.8990    5.8246   10.0000
tau  2:    6.0000    6.8102    7.7460    8.8102   10.0000
tau  3:    6.0000    6.8246    7.8990    9.5000   12.0000
smallest gap in E for |kappa| <= 0.8 (dimensionless):
  J=1: 2.000e-01
  J=2: 1.576e-02
  J=3: 7.788e-04
  J=4: 3.191e-05
  J=5: 1.182e-06
  J=6: 4.109e-08
real discriminant zeros other than kappa=-1,+1:
  J=1: 0
  J=2: 0
  J=3: 0
  J=4: 0
J=3 tau=1 meets J=4 tau=-4 at kappa = 0.457849
  there B = 8.37355 cm^-1 and W = 100.44410 cm^-1
quartic coefficient d = 0.10, J=2 crossing at kappa = 0.50
  rigid gap of the same two levels there = 1.5000 (dimensionless)
verified
```
